# Why a Finite Nucleus Speeds Gaussian Convergence of Dirac Energies: test program

```python
"""
Result under test: for the Dirac 1s1/2 state in a geometric Gaussian basis,
the energy error for a point nucleus is F + K*A**(-gamma), where A is the
tightest exponent, gamma = sqrt(1-(Z*alpha)**2), and F is a small floor set by
the exponent ratio.  For a Gaussian nuclear charge the slow term is absent
once A reaches the order of eta = 3/(2*rms**2), and only the floor remains.
P, Q: large and small radial functions; energies exclude the rest energy.
Hartree atomic units; Z: nuclear charge; rms: nuclear rms radius; c = 1/alpha.
"""
import math
import numpy as np
from scipy import constants
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import gamma as gamma_function

alpha = constants.fine_structure
c = 1.0 / alpha
hartree_in_ev = constants.physical_constants["Hartree energy in eV"][0]


def point_power(Z):
    return math.sqrt(1.0 - (Z * alpha) ** 2)


def point_energy(Z):
    g = point_power(Z)
    return -Z**2 / (1.0 + g)          # equals c^2 (g-1), without cancellation


def exponents(tightest, Z, ratio=2.0, diffuse=0.01):
    """Geometric series from the tightest exponent down to diffuse*Z^2."""
    steps = math.ceil(math.log(tightest / (diffuse * Z**2)) / math.log(ratio)
                      - 1e-9)
    return tightest * ratio ** (-np.arange(steps + 1.0))


def moment(n, p):
    """Integral of r^n exp(-p r^2) from zero to infinity."""
    return 0.5 * gamma_function((n + 1) / 2) * p ** (-(n + 1) / 2)


def gaussian_charge_integrals(p, eta):
    """Integrals of r erf(sqrt(eta) r) exp(-p r^2), and the same with r^3."""
    root = np.sqrt(eta)
    first = root / (2 * p * np.sqrt(p + eta))
    third = 0.5 * root * (1 / (p**2 * np.sqrt(p + eta))
                          + 1 / (2 * p * (p + eta) ** 1.5))
    return first, third


def nearest_eigenvalue(H, S, reference):
    """Inverse iteration for the eigenvalue closest to the reference."""
    scale = 1 / np.sqrt(np.diag(S))
    H = H * np.outer(scale, scale)
    S = S * np.outer(scale, scale)
    shifted = H - (reference - 1.0) * S
    x = np.ones(len(S))
    for _ in range(8):
        x = np.linalg.solve(shifted, S @ x)
        x /= math.sqrt(x @ S @ x)
    return (x @ H @ x) / (x @ S @ x)


def add_singular_spinor(H, S, Z, a):
    """Border the point-nucleus matrices with r^g exp(-2 Z r) (1, u0)."""
    g = point_power(Z)
    u0 = -Z * alpha / (1 + g)
    step = 0.02                       # uniform grid in ln r
    r = np.exp(np.arange(math.log(1e-14), 0.0, step))
    weight = r * step
    P = r**g * np.exp(-2 * Z * r)
    Q = u0 * P
    log_slope = g / r - 2 * Z
    HP = -Z / r * P - c * (log_slope + 1 / r) * Q
    HQ = c * (log_slope - 1 / r) * P + (-Z / r - 2 * c**2) * Q
    large = r * np.exp(-np.outer(a, r**2))
    small = r * large
    H_column = np.concatenate([large @ (HP * weight), small @ (HQ * weight)])
    S_column = np.concatenate([large @ (P * weight), small @ (Q * weight)])
    H_corner = np.sum((P * HP + Q * HQ) * weight)
    S_corner = np.sum((P * P + Q * Q) * weight)

    def border(M, column, corner):
        return np.block([[M, column[:, None]],
                         [column[None, :], np.array([[corner]])]])

    return border(H, H_column, H_corner), border(S, S_column, S_corner)


def dirac_basis_energy(Z, a, reference, eta=None, singular_spinor=False):
    p = a[:, None] + a[None, :]
    S_large, S_small = moment(2, p), moment(4, p)
    if eta is None:
        V_large, V_small = -Z * moment(1, p), -Z * moment(3, p)
    else:
        first, third = gaussian_charge_integrals(p, eta)
        V_large, V_small = -Z * first, -Z * third
    # small function times (d/dr - 1/r) acting on large function
    D = -2 * a[None, :] * moment(4, p)
    H = np.block([[V_large, c * D.T], [c * D, V_small - 2 * c**2 * S_small]])
    zero = np.zeros_like(S_large)
    S = np.block([[S_large, zero], [zero, S_small]])
    if singular_spinor:
        assert eta is None            # the added spinor suits a point nucleus
        H, S = add_singular_spinor(H, S, Z, a)
    return nearest_eigenvalue(H, S, reference)


def schroedinger_basis_energy(Z, a):
    p = a[:, None] + a[None, :]
    H = 2 * np.outer(a, a) * moment(4, p) - Z * moment(1, p)
    return nearest_eigenvalue(H, moment(2, p), -Z**2 / 2)


def integrate_ratio(E, Z, rms, r_end, outward):
    """Integrate u = Q/P for a Gaussian charge, in the variable ln r."""
    root_eta = math.sqrt(1.5) / rms

    def slope(t, u):
        r = math.exp(t)
        w = (E + Z * math.erf(root_eta * r) / r) / c
        return [-2 * u[0] - r * w - r * (2 * c + w) * u[0] ** 2]

    if outward:
        r_start, u_start = 1e-4 * rms, 0.0
    else:
        r_start, u_start = 48.0 / Z, -math.sqrt(-E / (2 * c**2 + E))
    solution = solve_ivp(slope, (math.log(r_start), math.log(r_end)), [u_start],
                         method="DOP853", rtol=1e-12, atol=1e-14)
    assert solution.success
    return solution.y[0, -1]


def finite_nucleus_energy(Z, rms):
    r_match = 0.8 / Z

    def mismatch(E):
        return (integrate_ratio(E, Z, rms, r_match, True)
                - integrate_ratio(E, Z, rms, r_match, False))

    E0 = point_energy(Z)
    return brentq(mismatch, E0 - 1.0, E0 + 50.0, xtol=1e-10, rtol=1e-14)


def local_power(E, Z, rms, r):
    """d ln P / d ln r for the finite nucleus."""
    u = integrate_ratio(E, Z, rms, r, True)
    w = (E + Z * math.erf(math.sqrt(1.5) / rms * r) / r) / c
    return 1 + r * (2 * c + w) * u


def decay_exponent(errors):
    """Decay from errors at A, 4A, 16A; a constant floor cancels."""
    first, second, third = errors
    return math.log((first - second) / (second - third)) / math.log(4.0)


Z, rms = 80, 1e-4
eta = 1.5 / rms**2
g = point_power(Z)
E_point = point_energy(Z)
E_finite = finite_nucleus_energy(Z, rms)
print(f"Z = {Z}, rms radius = {rms:.1e} bohr, exponent ratio = 2")
print(f"c = {c:.6f} a.u., gamma = {g:.6f}")
print(f"nuclear exponent eta = {eta:.3e} bohr^-2 = 2^{math.log2(eta):.2f}")
print(f"exact point-nucleus energy = {E_point:.6f} hartree")
print(f"finite-nucleus energy, radial integration = {E_finite:.6f} hartree")
print(f"finite-nucleus shift = {E_finite-E_point:.6f} hartree"
      f" = {(E_finite-E_point)*hartree_in_ev:.3f} eV")

# Potential integrals against quadrature, in scaled radius x = sqrt(p) r.
p_test = 3e8
for formula, n in zip(gaussian_charge_integrals(p_test, eta), (1, 3)):
    value = quad(lambda x: x**n * math.erf(math.sqrt(eta / p_test) * x)
                 * math.exp(-x * x), 0, 10, epsabs=1e-13)[0]
    assert abs(value * p_test ** (-(n + 1) / 2) / formula - 1) < 1e-9

# Power series at the origin against the integrated equation.
V0 = -2 * Z * math.sqrt(eta / math.pi)
q0 = -(E_finite - V0) / (3 * c)
p2 = 0.5 * (2 * c + (E_finite - V0) / c) * q0
r_test = 3e-6
u_test = integrate_ratio(E_finite, Z, rms, r_test, True)
assert abs(u_test / (q0 * r_test) - 1) < 0.01
deviation = local_power(E_finite, Z, rms, r_test) - 1
assert abs(deviation / (2 * p2 * r_test**2) - 1) < 0.01
print(f"V(0) = {V0:.4e} hartree, q0 = {q0:.2f} bohr^-1, p2 = {p2:.4e} bohr^-2")
print("local power d ln P/d ln r: radius (bohr), finite nucleus, point nucleus")
for r in (1e-6, 1e-5, 1e-4, 1e-3):
    print(f"  {r:.0e}  {local_power(E_finite, Z, rms, r):.5f}  {g-Z*r:.5f}")

# Errors against the tightest exponent.
error_point, error_finite = {}, {}
print("tightest exponent A (bohr^-2), functions per component,")
print("  error point nucleus (hartree), error finite nucleus (hartree)")
for k in range(16, 41, 2):
    a = exponents(2.0**k, Z)
    error_point[k] = dirac_basis_energy(Z, a, E_point) - E_point
    error_finite[k] = dirac_basis_energy(Z, a, E_finite, eta) - E_finite
    print(f"  2^{k} = {2.0**k:.2e}  {len(a)}  {error_point[k]:+.3e}"
          f"  {error_finite[k]:+.3e}")
assert abs(error_finite[24]) > 100 * abs(error_finite[32])
assert abs(error_finite[34]) < 0.02 * abs(error_point[34])
assert abs(error_finite[40]) < 1e-5

# Removing the slow term from the point-nucleus error must leave the same floor.
slow_part = (error_point[38] - error_point[40]) / (4.0**g - 1)
floor_point = error_point[40] - slow_part
print(f"point-nucleus error at 2^40: slow term {slow_part:.3e},"
      f" floor {floor_point:.3e} hartree")
assert abs(floor_point / error_finite[40] - 1) < 0.05

# Decay exponent for the point nucleus at three charges.
print("decay exponent, point nucleus, A = 2^30, 2^32, 2^34: Z, measured, gamma")
for charge in (60, 70, 80):
    exact = point_energy(charge)
    errors = [dirac_basis_energy(charge, exponents(2.0**k, charge), exact) - exact
              for k in (30, 32, 34)]
    measured = decay_exponent(errors)
    print(f"  {charge}  {measured:.4f}  {point_power(charge):.4f}")
    assert abs(measured - point_power(charge)) < 0.02

# Nonrelativistic cusp, same charge and same kind of basis.
errors = [schroedinger_basis_energy(Z, exponents(2.0**k, Z)) + Z**2 / 2
          for k in (24, 26, 28)]
measured = decay_exponent(errors)
print("nonrelativistic errors at 2^24, 2^26, 2^28: "
      + ", ".join(f"{e:+.3e}" for e in errors) + " hartree")
print(f"nonrelativistic decay exponent = {measured:.4f} (expected {3/2})")
assert abs(measured - 1.5) < 0.05

# Point nucleus with one added spinor that has the right noninteger power.
# The changes from A to 4A, taken at two places 16 apart, are free of the floor.
errors = [dirac_basis_energy(Z, exponents(2.0**k, Z), E_point,
                             singular_spinor=True) - E_point
          for k in (22, 24, 26, 28)]
measured = (math.log(abs((errors[0] - errors[1]) / (errors[2] - errors[3])))
            / math.log(16.0))
print("point nucleus plus r^gamma spinor, errors at 2^22, 2^24, 2^26, 2^28:")
print("  " + ", ".join(f"{e:+.4e}" for e in errors) + " hartree")
print(f"decay exponent with it = {measured:.4f},"
      f" leading estimate gamma+1 = {g+1:.4f}")
assert measured > g + 0.5
assert abs(errors[1]) < 0.01 * abs(error_point[24])

# Energy shift of small nuclei against their radius.
s1, s2 = [finite_nucleus_energy(Z, R) - E_point for R in (1e-5, 2e-5)]
measured = math.log(s2 / s1) / math.log(2)
print(f"shift for rms 1e-5 and 2e-5 bohr: {s1:.6f}, {s2:.6f} hartree")
print(f"radius exponent of the shift = {measured:.4f}, 2 gamma = {2*g:.4f}")
assert abs(measured - 2 * g) < 0.02

# The floor depends on the exponent ratio and not on the diffuse end.
coarse = dirac_basis_energy(Z, exponents(2.0**40, Z, 3.0), E_finite, eta) - E_finite
wider = dirac_basis_energy(Z, exponents(2.0**40, Z, 2.0, 0.0025),
                           E_finite, eta) - E_finite
print(f"finite-nucleus error at 2^40: ratio 3 {coarse:+.3e},"
      f" ratio 2 {error_finite[40]:+.3e} hartree")
print(f"ratio 2 with two more diffuse functions: {wider:+.3e} hartree")
assert abs(coarse) > 3 * abs(error_finite[40])
assert abs(wider - error_finite[40]) < 0.2 * abs(error_finite[40])

print("PASS")
```

It prints:

```
Z = 80, rms radius = 1.0e-04 bohr, exponent ratio = 2
c = 137.035999 a.u., gamma = 0.811906
nuclear exponent eta = 1.500e+08 bohr^-2 = 2^27.16
exact point-nucleus energy = -3532.192093 hartree
finite-nucleus energy, radial integration = -3530.300557 hartree
finite-nucleus shift = 1.891536 hartree = 51.471 eV
V(0) = -1.1056e+06 hartree, q0 = -2680.68 bohr^-1, p2 = -1.1146e+07 bohr^-2
local power d ln P/d ln r: radius (bohr), finite nucleus, point nucleus
  1e-06  0.99998  0.81183
  1e-05  0.99779  0.81111
  1e-04  0.88014  0.80391
  1e-03  0.73456  0.73191
tightest exponent A (bohr^-2), functions per component,
  error point nucleus (hartree), error finite nucleus (hartree)
  2^16 = 6.55e+04  11  +4.069e+01  +3.924e+01
  2^18 = 2.62e+05  13  +1.311e+01  +1.187e+01
  2^20 = 1.05e+06  15  +4.225e+00  +3.234e+00
  2^22 = 4.19e+06  17  +1.365e+00  +6.673e-01
  2^24 = 1.68e+07  19  +4.417e-01  +6.110e-02
  2^26 = 6.71e+07  21  +1.431e-01  +2.904e-04
  2^28 = 2.68e+08  23  +4.642e-02  +8.910e-06
  2^30 = 1.07e+09  25  +1.506e-02  +8.910e-06
  2^32 = 4.29e+09  27  +4.893e-03  +8.909e-06
  2^34 = 1.72e+10  29  +1.593e-03  +8.909e-06
  2^36 = 6.87e+10  31  +5.230e-04  +8.909e-06
  2^38 = 2.75e+11  33  +1.757e-04  +8.908e-06
  2^40 = 1.10e+12  35  +6.302e-05  +8.908e-06
point-nucleus error at 2^40: slow term 5.413e-05, floor 8.894e-06 hartree
decay exponent, point nucleus, A = 2^30, 2^32, 2^34: Z, measured, gamma
  60  0.8997  0.8991
  70  0.8601  0.8597
  80  0.8121  0.8119
nonrelativistic errors at 2^24, 2^26, 2^28: +8.952e-04, +1.257e-04, +2.924e-05 hartree
nonrelativistic decay exponent = 1.4983 (expected 1.5)
point nucleus plus r^gamma spinor, errors at 2^22, 2^24, 2^26, 2^28:
  -1.0945e-03, -8.1041e-05, +4.0583e-06, +1.1093e-05 hartree
decay exponent with it = 1.7927, leading estimate gamma+1 = 1.8119
shift for rms 1e-5 and 2e-5 bohr: 0.045688, 0.140562 hartree
radius exponent of the shift = 1.6213, 2 gamma = 1.6238
finite-nucleus error at 2^40: ratio 3 +8.722e-02, ratio 2 +8.908e-06 hartree
ratio 2 with two more diffuse functions: +8.148e-06 hartree
PASS
```
